# Hall's high-injection p-i-n diode: carrier profile, middle drop and current law

## 1. Equal mobilities

Take a lightly doped layer \(-d<x<d\) between a heavily doped p+ region on the left and a heavily doped n+ region on the right. Under forward bias, holes enter from the left and electrons from the right. Suppose first that both carriers have the same mobility \(\mu\) and diffusivity \(D=\mu V_T\), where \(V_T=kT/q\) and \(q>0\) is the elementary charge.

The injected density is assumed far above the doping of the layer and the intrinsic density \(n_i\). Neutrality then requires \(p=n\). With field \(E\), and current positive towards \(+x\),

\[
J_n=q\mu nE+qDn',\qquad J_p=q\mu nE-qDn'.
\]

Electrons and holes recombine at the rate \(n/\tau\), with a constant high-injection lifetime \(\tau\). Steady-state continuity reads

\[
J_n'=\frac{qn}{\tau},\qquad J_p'=-\frac{qn}{\tau}.
\]

The sum \(J=J_n+J_p\) is therefore constant. The difference of the currents contains no field, \(J_n-J_p=2qDn'\). Differentiating it and using continuity gives \(2qDn''=2qn/\tau\), or

\[
n''=\frac{n}{L^2},\qquad L=\sqrt{D\tau}.
\]

The heavily doped ends are assumed to take no minority current. Hence \(J_n(-d)=0\) and \(J_p(-d)=J\), while \(J_p(d)=0\) and \(J_n(d)=J\). The difference relation turns these into slopes:

\[
n'(-d)=-\frac{J}{2qD},\qquad n'(d)=+\frac{J}{2qD}.
\]

The slopes are opposite, so the solution is even, \(n=A\cosh(x/L)\). With \(\delta=d/L\), the right-hand slope gives \(A\sinh\delta/L=J/(2qD)\). Since \(L/D=\tau/L\),

\[
n(x)=\frac{J\tau}{2qL}\,\frac{\cosh(x/L)}{\sinh\delta}.
\]

Adding the two currents gives \(J=2q\mu nE\). The density is proportional to \(J\), so \(E=J/(2q\mu n)\) does not depend on \(J\). More current brings in its own carriers, and the conductivity rises in the same proportion.

The drop across the layer, with \(u=x/L\), is

\[
V_M=\int_{-d}^{d}E\,dx=\frac{L^2}{\mu\tau}\sinh\delta\int_{-\delta}^{\delta}\frac{du}{\cosh u}.
\]

Here \(L^2/(\mu\tau)=D/\mu=V_T\). The derivative of \(\arctan(\sinh u)\) is \(\cosh u/(1+\sinh^2u)=1/\cosh u\), so

\[
V_M=2V_T\sinh\delta\,\arctan(\sinh\delta).
\]

**Narrow limit.** For \(\delta\ll1\) this becomes \(2V_T\delta^2\). The same result follows from a uniform density: the stored charge per area \(2qdn\) must equal \(J\tau\), so \(n=J\tau/(2qd)\). The ohmic drop is \(2dJ/(2q\mu n)=2d^2/(\mu\tau)=2V_T\delta^2\).

**Wide limit.** For \(\delta\gg1\), \(\sinh\delta\simeq e^\delta/2\) and \(\arctan(\sinh\delta)\simeq\pi/2-1/\sinh\delta\). Thus \(V_M/V_T\simeq(\pi/2)e^\delta-2\). The exponential arises because the density at the centre is proportional to \(1/\sinh\delta\): few carriers get there before recombining, and the field must be large where they are scarce.

## 2. From densities to the applied voltage

Let \(F_n\) and \(F_p\) be the quasi-Fermi energies and \(E_i\) the intrinsic level, with

\[
n=n_ie^{(F_n-E_i)/kT},\qquad p=n_ie^{(E_i-F_p)/kT}.
\]

A positive voltage on the p+ side lowers electron energies there, so \(qV=F_n(\text{n+})-F_p(\text{p+})\). The majority quasi-Fermi levels are taken as flat in the end regions and across the two thin junction layers. Then \(qV=F_n(d)-F_p(-d)\). Solving the density relations for these two levels gives

\[
qV=kT\ln\frac{n(d)}{n_i}+kT\ln\frac{p(-d)}{n_i}+E_i(d)-E_i(-d).
\]

Because \(E_i\) follows \(-q\) times the electrostatic potential, \(E_i(d)-E_i(-d)=q\int E\,dx=qV_M\). With \(p(-d)=n(-d)\),

\[
V=V_T\ln\frac{n(-d)\,n(d)}{n_i^2}+V_M. \tag{1}
\]

This relation does not require equal mobilities. In the symmetric case both edge densities are \(J\tau\coth\delta/(2qL)\), and solving (1) for \(J\) gives

\[
J=\frac{2qLn_i}{\tau}\tanh\delta\;e^{-V_M/2V_T}\,e^{V/2V_T}.
\]

The 2 in the exponent has a definite origin: both edge densities are proportional to \(J\), so the logarithm contains \(J^2\). The constancy of \(V_M\) is also needed, since otherwise the factor before \(e^{V/2V_T}\) would vary with current.

## 3. Unequal mobilities: the profile

Now let \(D_n=\mu_nV_T\) and \(D_p=\mu_pV_T\) differ. Divide each current by its own diffusivity:

\[
\frac{J_n}{qD_n}=\frac{nE}{V_T}+n',\qquad \frac{J_p}{qD_p}=\frac{nE}{V_T}-n'.
\]

Subtraction again removes the field:

\[
2n'=\frac{J_n}{qD_n}-\frac{J_p}{qD_p}. \tag{2}
\]

Differentiating and inserting continuity gives \(2n''=(n/\tau)(1/D_n+1/D_p)\). Therefore

\[
n''=\frac{n}{L_a^2},\qquad L_a=\sqrt{D_a\tau},\qquad D_a=\frac{2D_nD_p}{D_n+D_p}.
\]

From here on \(\delta=d/L_a\) and \(u=x/L_a\). The blocking conditions in (2) give

\[
n'(-d)=-\frac{J}{2qD_p},\qquad n'(d)=\frac{J}{2qD_n}.
\]

Write \(n=C\cosh u+G\sinh u\). The two slopes require

\[
C\sinh\delta+G\cosh\delta=\frac{JL_a}{2qD_n},\qquad
-C\sinh\delta+G\cosh\delta=-\frac{JL_a}{2qD_p}.
\]

Subtracting the second from the first, and using \(1/D_n+1/D_p=2/D_a\), gives \(C=JL_a/(2qD_a\sinh\delta)\). For the sum, define

\[
B=\frac{\mu_n-\mu_p}{\mu_n+\mu_p}.
\]

Then \(1/D_n-1/D_p=-(D_n-D_p)/(D_nD_p)=-2B/D_a\), and \(G=-BJL_a/(2qD_a\cosh\delta)\). Since \(L_a/D_a=\tau/L_a\),

\[
n=\frac{J\tau}{2qL_a}f(u),\qquad
f(u)=\frac{\cosh u}{\sinh\delta}-B\frac{\sinh u}{\cosh\delta}. \tag{3}
\]

For \(B=0\) this is the symmetric profile. As a further check, the odd term integrates to zero and \(\int_{-\delta}^{\delta}f\,du=2\), so \(q\int n\,dx/\tau=J\): the whole current is consumed by recombination in the layer.

A shifted form helps with the next integral. Define \(u_0\) by \(\tanh u_0=B\tanh\delta\). Then

\[
f=\frac{\cosh u-\tanh u_0\sinh u}{\sinh\delta}
=\frac{\cosh(u-u_0)}{\sinh\delta\cosh u_0}.
\]

The density is positive and has its minimum at \(u_0\). When electrons are more mobile, the minimum moves towards the n+ side and the p+ edge has the higher density. The slower holes carry all the current at the p+ edge, which requires the steeper gradient there.

## 4. Unequal mobilities: the drop

Adding the currents now leaves a diffusion term, \(J=q(\mu_n+\mu_p)nE+q(D_n-D_p)n'\), so

\[
E=\frac{J}{q(\mu_n+\mu_p)n}-V_TB\frac{n'}{n}.
\]

Both terms are unchanged when \(n\) and \(J\) are multiplied by the same factor. The first is ohmic. The second is the field that compensates the unequal diffusion of the two carriers.

With (3), the ohmic part of the drop is

\[
V_\Omega=\frac{2L_a^2}{(\mu_n+\mu_p)\tau}\int_{-\delta}^{\delta}\frac{du}{f}
=V_T\frac{2D_a}{D_n+D_p}\int_{-\delta}^{\delta}\frac{du}{f}.
\]

The prefactor simplifies because \(2D_a/(D_n+D_p)=4D_nD_p/(D_n+D_p)^2=1-B^2\). The shifted form of \(f\) gives

\[
\int_{-\delta}^{\delta}\frac{du}{f}=\sinh\delta\cosh u_0\,(\theta_++\theta_-),\qquad
\theta_\pm=\arctan[\sinh(\delta\pm u_0)].
\]

To combine the angles, use

\[
\sinh(\delta+u_0)+\sinh(\delta-u_0)=2\sinh\delta\cosh u_0,
\]
\[
1-\sinh(\delta+u_0)\sinh(\delta-u_0)=\cosh^2u_0-\sinh^2\delta.
\]

With \(w=\sinh\delta/\cosh u_0\), the tangent addition rule yields \(\tan(\theta_++\theta_-)=2w/(1-w^2)=\tan(2\arctan w)\). The two angles could still differ by a multiple of \(\pi\). Both vanish at \(\delta=0\) and vary continuously with \(\delta\), so they are equal. Finally, \(1/\cosh u_0=\sqrt{1-\tanh^2u_0}=S\), where

\[
S=\sqrt{1-B^2\tanh^2\delta}.
\]

The diffusive part integrates to \(-V_TB\ln[n(d)/n(-d)]\). The edge values are \(f(\pm\delta)=\coth\delta\mp B\tanh\delta\). Multiplying both by \(\tanh\delta\) inside the logarithm gives the complete result:

\[
\frac{V_M}{V_T}=\frac{2(1-B^2)\sinh\delta}{S}\arctan(S\sinh\delta)
+B\ln\frac{1+B\tanh^2\delta}{1-B\tanh^2\delta}. \tag{4}
\]

Equal mobilities, \(B=0\) and \(S=1\), return the result of section 1.

**Narrow limit.** The first term of (4) begins as \(2(1-B^2)\delta^2\) and the second as \(2B^2\delta^2\). Their sum is \(2\delta^2\) for every mobility ratio. For the next order, put \(s=\sinh\delta\). The ohmic factor is \((s/S)\arctan(Ss)=s^2-S^2s^4/3+\dots\). Since \(s^2=\delta^2+\delta^4/3+\dots\) and \(S^2=1+O(\delta^2)\), its \(\delta^4\) terms cancel. In the second term, \(\tanh^2\delta=\delta^2-2\delta^4/3+\dots\). Hence

\[
\frac{V_M}{V_T}=2\delta^2-\frac{4}{3}B^2\delta^4+O(\delta^6).
\]

**Wide limit.** Now \(S\to\sqrt{1-B^2}\) and \(\arctan(Ss)\simeq\pi/2-1/(Ss)\). The second piece of the arctangent contributes \(-2(1-B^2)/S^2\to-2\), so

\[
\frac{V_M}{V_T}\simeq\frac{\pi}{2}\sqrt{1-B^2}\,e^\delta-2+B\ln\frac{1+B}{1-B}.
\]

The growth is quadratic at first and exponential later.

## 5. The current law and the best lifetime

From (3), \(n(-d)n(d)=(J\tau/2qL_a)^2(\coth^2\delta-B^2\tanh^2\delta)\). Taking the square root of the exponential of (1) gives

\[
\frac{J\tau}{2qL_a}\sqrt{\coth^2\delta-B^2\tanh^2\delta}=n_i\,e^{(V-V_M)/2V_T}.
\]

Use \(L_a/\tau=D_a/L_a=D_a\delta/d\), and take \(\coth\delta\) out of the root:

\[
J=\frac{2qD_an_i}{d}F(\delta)\,e^{qV/2kT},\qquad
F=\frac{\delta\tanh\delta\;e^{-V_M/2V_T}}{\sqrt{1-B^2\tanh^4\delta}}. \tag{5}
\]

For \(\delta\ll1\), \(F\simeq\delta^2\) and \(J\simeq(2qdn_i/\tau)e^{V/2V_T}\). This is the recombination current of a layer filled uniformly to \(n_ie^{V/2V_T}\). For \(\delta\gg1\), the exponential growth of \(V_M\) sits inside another exponential and suppresses \(F\) strongly.

Between these limits \(F\) has a maximum. At fixed \(d\) and \(J\), (5) gives \(V=\text{const}-2V_T\ln F\), so the maximum marks the lifetime with the lowest voltage. A longer lifetime raises the edge densities and the junction voltage; a shorter one raises the middle drop.

## 6. A diode with round parameters

Centimetres, seconds, amperes and volts suit this problem better than atomic units. The model has \(T=300\) K, \(\mu_n=1200\) and \(\mu_p=400\) cm²/(V s), \(\tau=10\) µs, \(d=100\) µm, \(n_i=10^{10}\) cm⁻³ and \(J=10\) A/cm². Then \(V_T=25.85\) mV, \(B=0.5\), and

\[
D_a=\frac{2(31.02)(10.34)}{31.02+10.34}=15.51\ \text{cm}^2/\text{s},\qquad
L_a=\sqrt{15.51\times10^{-5}}\ \text{cm}=124.5\ \text{µm}.
\]

So \(\delta=0.803\), \(\tanh\delta=0.666\) and \(\coth\delta=1.502\). The density scale \(J\tau/(2qL_a)\) is \(2.51\times10^{16}\) cm⁻³. Multiplication by \(1.502\pm0.333\) gives \(4.60\times10^{16}\) cm⁻³ at the p+ edge and \(2.93\times10^{16}\) cm⁻³ at the n+ edge. The minimum, \(2.65\times10^{16}\) cm⁻³, lies 43 µm to the right of the centre.

For the drop, \(\sinh\delta=0.892\) and \(S=0.943\). The ohmic term of (4) is \((1.5)(0.892/0.943)\arctan(0.841)=0.992\), or 25.7 mV. The diffusive term is \(0.5\ln(1.2216/0.7784)=0.225\), or 5.8 mV. Thus \(V_M=31.5\) mV. The two junctions contribute

\[
25.85\ \text{mV}\times\ln\frac{(4.60\times10^{16})(2.93\times10^{16})}{10^{20}}=0.7816\ \text{V},
\]

and the total is \(V=0.813\) V.

These values were tested against a numerical solution of the separate electron and hole equations, without the ambipolar equation. Its voltage came from another route: the splitting \(F_n-F_p\) at \(-d\), plus the rise of \(F_n\) across the layer, \(\int J_n/(\mu_nn)\,dx\). The largest profile difference, relative to the numerical density, was \(4\times10^{-7}\), and the voltages agreed. This test shares with the derivation the assumptions of neutrality, of ends that take no minority current, and of flat majority levels at the junctions.

The growth with width appears in the same numerical solution. At \(d/L_a=0.5,1,2,3,4,5\) the drop is 0.0125, 0.0485, 0.216, 0.666, 1.88 and 5.18 V. At \(d/L_a=1\) the quadratic law gives 0.0517 V, which is too high, as the negative \(\delta^4\) term predicts; at 2 it gives 0.207 V, already too low. The wide-layer law gives 0.669 V at 3, within half a percent. Since \(V_M\) depends on \(d/L_a\), a 25-fold cut in lifetime at fixed width, taking this ratio from 1 to 5, raises the drop about a hundredfold in the neutral, undoped model. At \(d=100\) µm and 10 A/cm² the short-lifetime end lies outside that model. The minimum density is only \(4.7\times10^{13}\) cm⁻³, so \(10^{13}\) cm⁻³ donors lower the drop from 5.18 to about 4.5 V, and neutrality fails as well (section 7).

The optimum for \(B=0.5\) is \(d/L_a=0.95\), which here means \(\tau=7.1\) µs. It is shallow: changing \(d/L_a\) by 20% either way through the lifetime costs about 4 mV.

## 7. Where the law stops

**Low injection.** The condition \(n\gg N\), with \(N\) the background doping, is hardest to meet at the density minimum. From the shifted form of \(f\), it requires

\[
J\gg\frac{2qL_aN\sinh\delta}{\tau S}.
\]

A wide layer therefore needs exponentially more current to reach the regime. With \(N=10^{13}\) cm⁻³ donors in the example, the right side is about \(4\times10^{-3}\) A/cm².

The doped layer was solved numerically with neutrality, \(n=p+N\), imposed throughout and no depleted layer at the junctions, using Shockley-Read-Hall recombination with equal electron and hole lifetimes \(\tau/2\), whose sum is the high-injection lifetime. At 1, 10 and 100 A/cm² the drop stays at 31.5 mV, while \(V\) rises by 0.119 V per decade, equal to \(2V_T\ln10\). Writing the local slope as \(J\propto e^{V/mV_T}\), the solution gives \(m=2.000\) at 10 A/cm².

At \(10^{-4}\) A/cm² it gives \(m=1.07\). There \(n\simeq N\) is fixed by doping, while the hole density follows the current. The density product \(p(-d)n(d)\) then contains one power of \(J\), so in this neutral model \(m\) approaches 1 as long as \(V\gg V_T\). Recombination inside the depleted layer at the p+ junction, which the model omits, varies more slowly with voltage and gains weight as the current falls, so this value belongs to the neutral model only. With Poisson's equation and abrupt junctions included, \(m\) is already about 1.11 at \(10^{-4}\) A/cm² and rises to about 1.2 at \(10^{-6}\) A/cm². The remaining 0.07 has not been separated into its causes.

**Recombination in the ends.** Real end regions accept some minority carriers. Model this by \(J_n(-d)=qhn^2(-d)\) and \(J_p(d)=qhn^2(d)\), with a constant \(h\). The effect is transparent for equal mobilities. Both edges have the same density \(n_e\), and each end consumes \(J_e=qhn_e^2\). Now \(2qDn'(d)=J_n-J_p=J-2J_e\), which is the part \(J_i\) recombining in the layer. The profile is fed by \(J_i\), but the field must still drive \(J\):

\[
V_M=\frac{J}{J_i}\,2V_T\sinh\delta\arctan(\sinh\delta),\qquad
J=J_i+2qh\left(\frac{J_i\tau\coth\delta}{2qL}\right)^2.
\]

The ratio \(J/J_i\) grows with current, so the drop is no longer constant. When the ends dominate, \(J_i\propto\sqrt J\) and \(V_M\propto\sqrt J\).

For the unequal mobilities of the example and \(h=10^{-14}\) cm⁴/s, the numerical drops are 32.7, 40.9 and 77.4 mV at 1, 10 and 100 A/cm². The last decade brings a factor of 1.9, short of \(\sqrt{10}\simeq3.2\), so the square-root regime has not been reached.

**Neutrality and flat levels.** The charge imbalance implied by the calculated field, \(|\epsilon E'|/(qn)\), is at most \(3\times10^{-8}\) in the example for a relative permittivity of 12. This measure alone is not sufficient when the field is large, because the imbalance enters (2) multiplied by \(E\). With \(p-n=\epsilon E'/q\) and \(E\propto1/n\) near the minimum, the left side of (2) becomes \(2n'[1+\epsilon E^2/(2kTn)]\), so neutrality needs \(\epsilon E^2\ll2kTn\). At 10 A/cm² and \(d/L_a=5\) this ratio is about 0.01 for \(\tau=10\) µs. It is about 1.9 when \(d/L_a=5\) is reached by cutting the lifetime at \(d=100\) µm, where \(E\simeq830\) V/cm, and (4) then no longer applies. For the junction layer, take a thickness of ten Debye lengths, with \(L_D=\sqrt{\epsilon V_T/(2qn)}=13.7\) nm at the p+ edge. The hole quasi-Fermi level then changes by about \(10L_DJ/(q\mu_pn)=0.05\) mV in voltage units. This is an estimate with an assumed thickness, not a solution of the junction layer, but it is small beside \(V_T\).

**Effects left out.** Auger recombination shortens the lifetime as \(n\) rises, which removes the scaling \(n\propto J\) at fixed profile shape. Scattering between electrons and holes is a friction between the two carrier streams. It conserves their total momentum, so it cancels from (2) and leaves the profile (3) unchanged, but it adds to the field a term that grows with \(J\). In both cases \(V_M\) is no longer independent of current. The ohmic resistance of the end regions would add a voltage proportional to \(J\). All the numerical values given here, including those of the example at 10 A/cm², therefore describe this constant-coefficient model and do not predict a particular device.

## Numbers as computed

```
Temperature: 300 K; thermal voltage VT: 25.852 mV
Mobilities mun, mup: 1200, 400 cm^2/(V s); B = 0.500
Diffusivities Dn, Dp, Da: 31.022, 10.341, 15.511 cm^2/s
Lifetime: 10.0 us; intrinsic density: 1.0e+10 cm^-3
Half-width d: 100.0 um; La: 124.54 um; d/La: 0.8029
Example current density: 10.0 A/cm^2
Density at p+ edge: 4.5982e+16 cm^-3
Density at n+ edge: 2.9302e+16 cm^-3
Minimum density: 2.6489e+16 cm^-3 at x = 43.09 um
Largest relative profile difference, formula/numerics: 3.8e-07
Current from stored charge, numerical: 10.00000 A/cm^2
Middle drop, ohmic part: 25.654 mV
Middle drop, diffusive part: 5.824 mV
Middle drop VM, formula: 31.478 mV; numerical: 31.478 mV
Two junctions together: 0.78155 V
Total voltage, formula: 0.81303 V; numerical: 0.81303 V
F(d/La): 0.29817; current prefactor: 1.4820e-06 A/cm^2
d/La | VM numerical | small-width law | large-width law (all V)
 0.25 | 0.00320 | 0.00323 | 0.00765
 0.50 | 0.01252 | 0.01293 | 0.02048
 1.00 | 0.04847 | 0.05170 | 0.05809
 2.00 | 0.21622 | 0.20682 | 0.22235
 3.00 | 0.66618 | 0.46534 | 0.66886
 4.00 | 1.88153 | 0.82726 | 1.88259
 5.00 | 5.18135 | 1.29260 | 5.18185
Background donors for the current scan: 1.0e+13 cm^-3
J =   1.0 A/cm^2: VM = 31.473 mV, V = 0.69398 V
J =  10.0 A/cm^2: VM = 31.478 mV, V = 0.81303 V
J = 100.0 A/cm^2: VM = 31.478 mV, V = 0.93208 V
Slope factor m in exp(V/(m VT)) at 10 A/cm^2: 2.0000
Slope factor m at 1e-04 A/cm^2 (low injection): 1.0696
End recombination coefficient: 1.0e-14 cm^4/s, no donors
J =   1.0 A/cm^2 with end recombination: VM = 32.695 mV
J =  10.0 A/cm^2 with end recombination: VM = 40.862 mV
J = 100.0 A/cm^2 with end recombination: VM = 77.443 mV
Best d/La: 0.9505; F there: 0.31327
Lifetime at best d/La: 7.135 us
V at 0.8, 1.0, 1.2 times best d/La: 0.81478, 0.81048, 0.81435 V
Largest relative charge imbalance: 2.6e-08
Debye length at p+ edge: 13.65 nm
Quasi-Fermi drop over ten Debye lengths: 0.0463 mV
```
